# Thermal expansion and explicit anharmonicity in the Raman shift of silicon

The Raman line of a crystal moves when the crystal is heated at constant pressure. Two things change at once: the atoms vibrate with larger amplitude, and the volume changes, in the case treated here by expansion. This question separates their effects on the line frequency $\omega$, given as a wavenumber in cm$^{-1}$.

**Data.** The values are rough typical ones for undoped silicon.

- The line lies at $\omega_1=520$ cm$^{-1}$ at $T_1=300$ K. Between $T_1$ and $T_2=600$ K it shifts by $\Delta\omega=-7.0$ cm$^{-1}$ at constant pressure.
- At 300 K the pressure coefficient is $(\partial\omega/\partial P)_T=5.2$ cm$^{-1}$/GPa and the isothermal bulk modulus is $B_T=98$ GPa.
- The linear expansion coefficient $\alpha_L=d\ln L/dT$ is 2.6, 3.4 and $3.8\times10^{-6}$ K$^{-1}$ at 300, 450 and 600 K.

The crystal is cubic, mounted free of stress and in thermal equilibrium. Its strain is then a pure change of volume, so that $\omega=\omega(V,T)$.

## Part (a): the two contributions

**Question.** Define the mode Grüneisen parameter $\gamma=-(\partial\ln\omega/\partial\ln V)_T$. Split the isobaric slope into a part due to expansion and a part at fixed volume, and express both through measurable quantities.

**Answer.** Along an isobar the volume is a function of temperature, $V(T)$. The chain rule gives

$$\left(\frac{\partial\omega}{\partial T}\right)_P=\left(\frac{\partial\omega}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P+\left(\frac{\partial\omega}{\partial T}\right)_V .$$

The definition of $\gamma$ means $(\partial\omega/\partial V)_T=-\gamma\omega/V$. The volume expansion coefficient is $\alpha_V=(\partial\ln V/\partial T)_P$, so $(\partial V/\partial T)_P=\alpha_V V$. The factors $V$ cancel:

$$\left(\frac{\partial\omega}{\partial T}\right)_P=-\gamma\,\alpha_V\,\omega+\left(\frac{\partial\omega}{\partial T}\right)_V .$$

The first term is the implicit, or thermal-expansion, part. The second is the explicit part: the response to heating with the volume held fixed.

A pressure experiment supplies $\gamma$. Since $B_T=-V(\partial P/\partial V)_T$, we have $(\partial V/\partial P)_T=-V/B_T$, and

$$\left(\frac{\partial\omega}{\partial P}\right)_T=\left(-\frac{\gamma\omega}{V}\right)\left(-\frac{V}{B_T}\right)=\frac{\gamma\omega}{B_T},\qquad \gamma=\frac{B_T}{\omega}\left(\frac{\partial\omega}{\partial P}\right)_T .$$

The two minus signs cancel: a mode that stiffens under pressure has positive $\gamma$. Substitution gives

$$\left(\frac{\partial\omega}{\partial T}\right)_V=\left(\frac{\partial\omega}{\partial T}\right)_P+\alpha_V B_T\left(\frac{\partial\omega}{\partial P}\right)_T .$$

Everything on the right is measurable without clamping the volume. The parameter $\gamma$ fixes the implicit part alone; the explicit part follows by subtraction, and its sign is not determined by that of $\gamma$.

## Part (b): a finite temperature interval

**Question.** Extend the separation to a finite interval, taking $\gamma$ as constant over the small expansion. Does the order of expansion and heating matter?

**Answer.** Go from $(V_1,T_1)$ to $(V_2,T_2)$ by expanding first at $T_1$ and then heating at $V_2$:

$$\Delta\omega=[\omega(V_2,T_1)-\omega(V_1,T_1)]+[\omega(V_2,T_2)-\omega(V_2,T_1)] .$$

On the first leg $d\ln\omega=-\gamma\,d\ln V$. Integration gives $\omega(V_2,T_1)=\omega_1(V_2/V_1)^{-\gamma}$, hence

$$\Delta\omega_{\rm imp}=\omega_1\left[\left(\frac{V_2}{V_1}\right)^{-\gamma}-1\right],\qquad \Delta\omega_{\rm exp}=\Delta\omega-\Delta\omega_{\rm imp}.$$

This path needs $\gamma$ at the lower temperature only.

If the crystal is heated first at $V_1$ and then expanded at $T_2$, the second leg ends at $\omega_2=\omega_1+\Delta\omega$. With the same $\gamma$ at $T_2$, its starting frequency is $\omega_2(V_2/V_1)^{\gamma}$, and

$$\Delta\omega'_{\rm imp}=\omega_2-\omega_2\left(\frac{V_2}{V_1}\right)^{\gamma}=\omega_2\left[1-\left(\frac{V_2}{V_1}\right)^{\gamma}\right].$$

The total is the same, but the parts differ slightly, because the same relative change acts on a different frequency. If $\gamma$ also changes with temperature, the parts differ for that reason too, and this effect can be the larger one. The first order of legs is used below.

For a cubic crystal $V\propto L^3$, so $\alpha_V=3\alpha_L$ and

$$\ln\frac{V_2}{V_1}=3\int_{T_1}^{T_2}\alpha_L(T)\,dT .$$

## Part (c): the separation for silicon

**Question.** Evaluate both parts and state which is larger.

**Answer.** The Grüneisen parameter is

$$\gamma=\frac{98\times5.2}{520}=0.980 .$$

Draw a parabola through the three values of $\alpha_L$. Simpson's rule integrates a parabola without error:

$$\ln\frac{V_2}{V_1}=3\times\frac{300}{6}\,(2.6+4\times3.4+3.8)\times10^{-6}=3.00\times10^{-3}.$$

The implicit part is therefore

$$\Delta\omega_{\rm imp}=520\left(e^{-0.980\times0.00300}-1\right)=-1.53\ {\rm cm^{-1}},$$

and subtraction gives

$$\Delta\omega_{\rm exp}=-7.0-(-1.53)=-5.47\ {\rm cm^{-1}} .$$

In energy units the parts are $-0.189$ and $-0.679$ meV. The explicit part makes up $5.47/7.0$, or about 78 %, of the shift. Divided by 300 K, the mean slopes are $-0.0051$ (implicit) and $-0.0182$ cm$^{-1}$/K (explicit), with the sum $-0.0233$ cm$^{-1}$/K.

The size of the implicit part can be read in terms of pressure. To first order in the strain, the expansion would be undone by $B_T\ln(V_2/V_1)=0.29$ GPa. At 5.2 cm$^{-1}$/GPa this raises the line by about 1.5 cm$^{-1}$, far short of the 7 cm$^{-1}$ lost on heating.

## Part (d): does the conclusion survive input errors?

**Question.** Find the $\gamma$ at which the two parts would be equal. Then allow errors of 10 % in each of $(\partial\omega/\partial P)_T$, $B_T$ and $\ln(V_2/V_1)$, and of 1 cm$^{-1}$ in $\Delta\omega$.

**Answer.** Both $\Delta\omega$ and $\Delta\omega_{\rm imp}$ are negative. The explicit part is the larger in magnitude if $|\Delta\omega_{\rm imp}|<|\Delta\omega|/2$. Equality requires

$$520\left(1-e^{-0.00300\,\gamma}\right)=3.5,\qquad \gamma=-\frac{\ln(1-3.5/520)}{0.00300}=2.25 .$$

The value 0.980 is less than half of this.

The explicit share is $1-|\Delta\omega_{\rm imp}|/|\Delta\omega|$. It falls when any factor of the implicit part grows and when the total shift shrinks. The worst case thus has the first three inputs 10 % high and $\Delta\omega=-6.0$ cm$^{-1}$. The exponent becomes $1.1^3\times0.980\times0.00300=0.00391$, the implicit part is about $-2.03$ cm$^{-1}$, and the explicit share is still 66 %. Within these error limits the explicit part dominates.

## Part (e): why a line shifts at fixed volume

**Question.** Consider one oscillator in units $\hbar=m=k_B=1$,

$$H=\frac{p^2}{2}+\frac{\Omega^2x^2}{2}+gx^3+qx^4 ,$$

with fixed $\Omega$, $g$ and $q$. To leading order, $q$ and $g^2$ being small of the same order, find the thermal mean frequency of transitions between neighbouring levels and its temperature slope.

**Answer.** Write $x=(a+a^\dagger)/\sqrt{2\Omega}$. Acting twice on a harmonic state gives

$$x^2|n\rangle=\frac{1}{2\Omega}\Big[\sqrt{(n+1)(n+2)}\,|n{+}2\rangle+(2n+1)|n\rangle+\sqrt{n(n-1)}\,|n{-}2\rangle\Big].$$

The squared norm of this vector is $\langle n|x^4|n\rangle$. The first-order quartic energy is therefore

$$E_n^{(q)}=\frac{q}{4\Omega^2}\big[(n+1)(n+2)+(2n+1)^2+n(n-1)\big]=\frac{q}{4\Omega^2}(6n^2+6n+3).$$

Going from $n$ to $n+1$ raises the last bracket by $6(2n+1)+6=12(n+1)$, so the level spacing changes by $3q(n+1)/\Omega^2$.

The cubic term is odd in $x$ and has no first-order energy. Applying $x$ once more to $x^2|n\rangle$ gives the matrix elements of $x^3$. In units of $(2\Omega)^{-3/2}$ they are

- to $n+3$: $\sqrt{(n+1)(n+2)(n+3)}$,
- to $n+1$: $(n+2)\sqrt{n+1}+(2n+1)\sqrt{n+1}=3(n+1)^{3/2}$,
- to $n-1$: $(2n+1)\sqrt n+(n-1)\sqrt n=3n^{3/2}$,
- to $n-3$: $\sqrt{n(n-1)(n-2)}$.

The energy denominators $E_n-E_m$ are $-3\Omega$, $-\Omega$, $+\Omega$ and $+3\Omega$. Second-order perturbation theory yields

$$E_n^{(g)}=\frac{g^2}{8\Omega^4}\Big[-\frac{(n+1)(n+2)(n+3)}{3}-9(n+1)^3+9n^3+\frac{n(n-1)(n-2)}{3}\Big].$$

The first and last terms add to $-3n^2-3n-2$, and the middle two to $-27n^2-27n-9$. The bracket is $-(30n^2+30n+11)$. From $n$ to $n+1$ it changes by $-60(n+1)$, so altogether

$$E_{n+1}-E_n=\Omega+(n+1)\,C,\qquad C=\frac{3q}{\Omega^2}-\frac{15g^2}{2\Omega^4}.$$

The net strength of a transition in the response is $|\langle n+1|x|n\rangle|^2(p_n-p_{n+1})$, upward minus downward processes. To lowest order the matrix element squared is proportional to $n+1$, and $p_n=(1-y)y^n$ with $y=e^{-\Omega/T}$. The weight is then proportional to $(n+1)y^n$. Anharmonic changes of the weights multiply differences of spacing that are already small, so they enter at the next order. The mean of $n+1$ is

$$\frac{\sum_n(n+1)^2y^n}{\sum_n(n+1)y^n}=\frac{(1+y)/(1-y)^3}{1/(1-y)^2}=\frac{1+y}{1-y}=2\bar n+1,\qquad \bar n=\frac{1}{e^{\Omega/T}-1}.$$

Hence

$$\omega=\Omega+(2\bar n+1)C,\qquad \left(\frac{\partial\omega}{\partial T}\right)_V=2C\,\frac{d\bar n}{dT},\qquad \frac{d\bar n}{dT}=\frac{\Omega}{T^2}\,\bar n(\bar n+1).$$

The quartic term with $q>0$ raises the frequency on heating and the cubic term lowers it. The explicit part takes the sign of $C$. For $T\ll\Omega$ the slope is exponentially small, while a zero-point shift $C$ remains. For $T\gg\Omega$, $2\bar n+1\approx2T/\Omega$ and the slope tends to $2C/\Omega$, as long as the shift stays small.

The law was compared with numerical diagonalization at $\Omega=1$, $T=0.5$, for $g=0.05s$ and $q=0.0016s^2$. The relative error of the shift is $1.4\times10^{-3}$ at $s=0.2$ and $3.5\times10^{-4}$ at $s=0.1$. This fall by a factor of four is expected when the next correction is smaller by $s^2$.

In a crystal the cubic and quartic terms couple many modes. The single oscillator shows one way in which a fixed-volume shift arises; it does not predict the value for silicon. Three fifths of its cubic term, $-9g^2/2\Omega^4$ out of $-15g^2/2\Omega^4$, comes from the thermal displacement $\langle x\rangle\neq0$; if $\langle x\rangle$ is held at zero, $C=3q/\Omega^2-3g^2/\Omega^4$. For $g=0.05$, $q=0.0016$, $\Omega=1$, $T=0.5$ the slope then shrinks from $-0.023$ to $-0.004$. Cubic symmetry forbids such a mean displacement for the zone-centre mode of silicon, whose explicit shift comes from coupling to other modes and follows their occupations.

## Part (f): a crystal whose explicit part is known

**Question.** Let a model crystal have elastic energy $100(v-1)^2$ and one oscillator of part (e) with $\Omega=v^{-1.5}$, where $v$ is the relative volume and $g=0.05$, $q=0.0016$ do not depend on $v$. At $P=0$ and $T=0.5$ the numerical solution has an isobaric slope of $-0.034140$, and $-\gamma\alpha_V\omega=-0.010241$, with $\gamma$ taken from the response to pressure. Find the explicit slope. What changes if $g=q=0$, or if $g=0$ and $q=0.004$?

**Answer.** Subtraction gives

$$-0.034140-(-0.010241)=-0.023899 .$$

The slope computed directly at fixed volume is also $-0.023899$, so the isobaric and pressure data recover a quantity that they did not contain directly. The value of $\gamma$ is 1.704, not the exponent 1.5. It describes the anharmonic line $\omega$, whose shift from $\Omega$ itself depends on volume.

With $g=q=0$ the frequency is $\Omega(v)$ and has no temperature dependence at fixed volume. This is the quasi-harmonic limit: the whole isobaric slope, $-0.007980$, is implicit. The numerical explicit slope is $2\times10^{-9}$, which is zero within the finite-difference error.

With the quartic term alone, the explicit slope is $+0.015976$ and the implicit one $-0.007214$. Their sum is positive, so this line hardens on heating although the crystal expands and $\gamma>0$. Dominance of a negative explicit part is thus a property of the material, not a consequence of the separation.

The finite formula of part (b) was tried on the first crystal between $T=0.4$ and 0.7. It gives an explicit shift of $-0.007638$, against $-0.007635$ computed directly at the final volume, a relative error of $4\times10^{-4}$.

## Part (g): what the silicon estimate leaves out

**Question.** Estimate the effect on part (c) of (i) the order of the legs and a constant $\alpha_L$, (ii) an adiabatic bulk modulus used for $B_T$, (iii) laser heating and (iv) a silicon film bonded to copper.

**Answer.** (i) Heating first gives an implicit part of $513\,(1-e^{0.00294})=-1.510$ cm$^{-1}$, against $-1.527$ cm$^{-1}$ for expansion first. The difference is negligible if $\gamma$ is the same at both temperatures; a $\gamma$ 10 % higher at 600 K would change the heating-first value by about 0.15 cm$^{-1}$. Keeping $\alpha_L$ at its 300 K value would give $-1.19$ cm$^{-1}$, an error of about 0.3 cm$^{-1}$, so the growth of $\alpha_L$ should be kept.

(ii) Sound velocities give the adiabatic modulus $B_S$. At constant entropy,

$$\left(\frac{\partial P}{\partial V}\right)_S=\left(\frac{\partial P}{\partial V}\right)_T+\left(\frac{\partial P}{\partial T}\right)_V\left(\frac{\partial T}{\partial V}\right)_S .$$

Here $(\partial P/\partial T)_V=\alpha_VB_T$, which by a Maxwell relation equals $(\partial S/\partial V)_T$. With $(\partial S/\partial T)_V=C_V/T$ it follows that $(\partial T/\partial V)_S=-\alpha_VB_TT/C_V$. Multiplying by $-V$ and writing $c=C_V/V$,

$$\frac{B_S}{B_T}=1+\frac{\alpha_V^2B_TT}{c}.$$

With a rough $c=1.6$ MJ/(m$^3$ K), the excess at 300 K is 0.11 %, which is negligible.

(iii) Let 1 mW be absorbed at the surface in a Gaussian spot of $1/e^2$ radius $a=1$ µm. The flux is $j(r)=(2W/\pi a^2)e^{-2r^2/a^2}$, with $W$ the absorbed power. A point source on the insulated surface of a half-space of conductivity $\kappa$ warms a point at distance $r$ by its power over $2\pi\kappa r$. At the centre,

$$\delta T=\int_0^\infty\frac{j(r)\,2\pi r\,dr}{2\pi\kappa r}=\frac1\kappa\int_0^\infty j(r)\,dr=\frac{W}{\sqrt{2\pi}\,\kappa a}.$$

Rough conductivities of 150 and 60 W/(m K) at 300 and 600 K give 2.7 and 6.6 K. Light absorbed over a depth comparable with $a$, as can happen in silicon, heats the surface less. Equal heating would largely cancel in the shift; the difference of about 4 K, times the mean slope, adds a false $-0.09$ cm$^{-1}$. This is a rough size only: the rise averaged over the beam profile is smaller by $1/\sqrt2$, while the slope is steeper at 600 K than at 300 K, and such choices give between $-0.07$ and $-0.12$ cm$^{-1}$. If the surrounding cold crystal blocked all expansion of the hot spot at 600 K, the line would sit higher by about 0.04 cm$^{-1}$. Both are small at this power. They grow roughly in proportion to it, as long as the heating is too weak to change the conductivity much.

(iv) Take a thin (001) film, free of stress at 300 K, that follows thick copper elastically. A thin barrier layer is assumed to keep the two from reacting, as they otherwise would at 600 K. With a rough 17 × 10$^{-6}$ K$^{-1}$ for copper, the extra in-plane strain at 600 K is

$$e=17\times10^{-6}\times300-1.00\times10^{-3}=4.1\times10^{-3}.$$

The top surface is free, so $C_{11}e_z+2C_{12}e=0$. The extra volume strain is $2e+e_z=2e(1-C_{12}/C_{11})$. With rough constants $C_{11}=166$ and $C_{12}=64$ GPa it is $5.0\times10^{-3}$, and its contribution to the shift is $-2.6$ cm$^{-1}$. The shear part of the strain splits the line, moving its components in opposite directions about this volume shift, and is left out of this figure. It is not negligible: with typical phonon deformation potentials the singlet, which is the component seen in backscattering from (001), lies about 0.6 cm$^{-1}$ below the volume shift and the doublet about 0.3 cm$^{-1}$ above it. The mounting alone would thus outweigh the free implicit part of $-1.53$ cm$^{-1}$. Subtracting only the latter would wrongly assign the mounting strain to explicit anharmonicity.

**Comparison with real silicon.** The inputs represent a free, undoped crystal at and above room temperature, and a $\gamma$ near 1 is typical of this mode. Bonded films in devices break the assumption of free expansion; in the copper example, with its large mismatch, the volume part alone changes the shift by about 2.6 cm$^{-1}$. In heavily doped silicon, free carriers also affect the line, and the subtraction would count their temperature dependence as explicit. The result should not be carried to low temperature unchanged: below roughly 120 K silicon has a range of negative thermal expansion, where a positive $\gamma$ makes the implicit slope positive. The values behind these estimates are collected in the numerical output.

## Table of computed values

```
MODEL CRYSTAL (hbar = m = k_B = 1, W(1) = 1)
elastic constant K 200, exponent G0 1.5, temperature 0.5
cubic g 0.05, quartic q 0.0016
gamma from pressure 1.70420, direct 1.70420
isobaric slope -0.034140
implicit slope -0.010241
explicit slope rebuilt -0.023899
explicit slope direct  -0.023899
quasi-harmonic: isobaric slope -0.007980
quasi-harmonic: explicit slope 2.2e-09
quartic only (q 0.004): explicit slope 0.015976
quartic only: implicit slope -0.007214
finite split 0.4 to 0.7: explicit -0.007638
finite split: direct -0.007635, error 4.3e-04
perturbation law error, couplings x0.2: 1.40e-03
perturbation law error, couplings x0.1: 3.48e-04
frequency change, basis 80 to 100: 3.4e-11
SILICON, rough inputs
temperatures 300 and 600 K
line 520 cm^-1, isobaric shift -7.0 cm^-1
pressure coefficient 5.2 cm^-1/GPa, bulk modulus 98 GPa
linear expansion at 300, 450, 600 K: 2.6, 3.4, 3.8 1e-6/K
mode Gruneisen parameter 0.980
ln(V2/V1) 3.000e-03
implicit shift -1.53 cm^-1 = -0.189 meV
explicit shift -5.47 cm^-1 = -0.679 meV
explicit share 78.2 %
mean slopes: total -0.0233, implicit -0.0051, explicit -0.0182 cm^-1/K
pressure that would undo the expansion 0.29 GPa
gamma for equal parts 2.25
input errors: 10 % in dw/dP, B, ln(V2/V1); 1 cm^-1 in shift
smallest explicit share 66.2 %
NEGLECTED EFFECTS
implicit shift, heating leg first -1.510 cm^-1
implicit shift, expansion leg first -1.527 cm^-1
implicit shift, expansion fixed at 300 K -1.19 cm^-1
heat capacity 1.6 MJ/(m^3 K)
adiabatic excess of bulk modulus, 300 K 0.11 %
laser 1 mW absorbed, radius 1 um
conductivity 150 (300 K), 60 (600 K) W/(m K)
spot heating 2.7 K (300 K), 6.6 K (600 K)
false shift from unequal heating -0.09 cm^-1
shift if hot spot cannot expand +0.039 cm^-1
copper expansion 17 1e-6/K, C11 166 GPa, C12 64 GPa
film on copper: in-plane mismatch strain 4.10e-03
film on copper: extra volume strain 5.04e-03
film on copper: extra shift, volume part -2.56 cm^-1
```
